# Emission rates behind a square-root stretched-exponential current recovery

A device simulation of current recovery needs a list of trap emission rates and a weight for each. Suppose the current deficit of a gallium nitride transistor, after the stress is removed, is well fitted by $\exp[-\sqrt{t/\tau}]$. Should the simulation contain one trap with rate $1/\tau$, a few traps, or a continuous spectrum, and with what weights? The choice matters. A single exponential with the same $\tau$ agrees with the fitted law at $t=\tau$, but for $\tau=10$ ms it reaches 90 % recovery at 23 ms instead of 53 ms.

## The model and the result

Let all traps be filled at $t=0$, and let each empty independently at its own constant rate $k$. A fraction $g(k)\,dk$ of them has a rate between $k$ and $k+dk$. Recapture is neglected, and the current deficit is taken as proportional to the trapped charge. The fraction of the initial deficit left at time $t$ is then

$$S(t)=\int_0^\infty g(k)\,e^{-kt}\,dk, \tag{1}$$

the Laplace transform of $g$. For $S(t)=e^{-\sqrt{t/\tau}}$ with $\tau>0$, the density is

$$g(k)=\frac{1}{2\sqrt{\pi\tau}\,k^{3/2}}\exp\!\left(-\frac{1}{4k\tau}\right),\qquad k>0. \tag{2}$$

It is positive and has the dimension of time, as a density in rate must.

No other distribution of rates has the same transform. To see this, fix a time $t_0$ and put $x=e^{-kt_0}$, which lies between 0 and 1. The values $S(nt_0)$, $n=0,1,2,\dots$, are the averages of $x^n$. They fix the average of every polynomial in $x$, hence of every continuous function on $[0,1]$, since polynomials approximate these uniformly. That determines the distribution. The argument needs $S$ exactly; a curve known only to finite accuracy over a finite time window is matched by very different sets of rates, as shown below.

## First derivation: inversion in the complex plane

If a continuous density exists, the inversion formula for Laplace transforms gives it as

$$g(k)=\frac{1}{2\pi i}\int_{c-i\infty}^{c+i\infty}e^{kz}\,e^{-\sqrt{z/\tau}}\,dz,\qquad c>0. \tag{3}$$

Here $z$ is time continued to complex values. The square root is cut along the negative real axis and is positive on the positive axis. With $z=|z|e^{i\theta}$,

$$\left|e^{-\sqrt{z/\tau}}\right|=\exp\!\left[-\sqrt{|z|/\tau}\,\cos(\theta/2)\right],$$

and $\cos(\theta/2)\to1/\sqrt2$ at both ends of the line, so the integral converges absolutely.

Close the line with large arcs on the left, interrupted at the cut. For $|\theta|\le3\pi/4$ the factor above decays as an exponential of $-\sqrt{|z|}$, while $|e^{kz}|\le e^{kc}$. For larger $|\theta|$ the factor is at most one and $|e^{kz}|\le e^{-k|z|/\sqrt2}$. Both decays beat the arc length, so the arcs contribute nothing in the limit. A small circle around $z=0$ also drops out, because the integrand is bounded there.

The closed contour encloses no singularity, so the line integral is minus the integral along the two sides of the cut. On both sides $z=-r$ and $dz=-dr$. The upper side is traversed from $r=\infty$ to $0$ with $\sqrt z=i\sqrt r$, the lower from $0$ to $\infty$ with $\sqrt z=-i\sqrt r$. Their sum is

$$\int_0^\infty e^{-kr}\left(e^{-i\sqrt{r/\tau}}-e^{i\sqrt{r/\tau}}\right)dr=-2i\int_0^\infty e^{-kr}\sin\sqrt{r/\tau}\;dr .$$

Reversing the sign and dividing by $2\pi i$ gives

$$g(k)=\frac1\pi\int_0^\infty e^{-kr}\sin\sqrt{r/\tau}\;dr
=\frac2\pi\int_0^\infty u\,e^{-ku^2}\sin(bu)\,du, \tag{4}$$

with $r=u^2$ and $b=1/\sqrt\tau$. The last integral follows from

$$\int_0^\infty e^{-ku^2}\cos(bu)\,du=\frac12\sqrt{\frac{\pi}{k}}\;e^{-b^2/4k}.$$

Differentiating with respect to $b$ and changing the sign on both sides gives

$$\int_0^\infty u\,e^{-ku^2}\sin(bu)\,du=\frac{b}{4k}\sqrt{\frac{\pi}{k}}\;e^{-b^2/4k}.$$

Multiplication by $2/\pi$ and $b=\tau^{-1/2}$ give equation (2).

**Normalization and transform.** The inversion assumed that a density exists, so its output must be transformed back. Put $k=1/(4\tau v^2)$ with $v>0$. Then $k^{-3/2}=8\tau^{3/2}v^3$ and $|dk|=dv/(2\tau v^3)$, so

$$g(k)\,|dk|=\frac{8\tau^{3/2}v^3}{2\sqrt{\pi\tau}}\,\frac{e^{-v^2}}{2\tau v^3}\,dv=\frac{2}{\sqrt\pi}\,e^{-v^2}dv. \tag{5}$$

The area under the right-hand side is one, which is the normalization. For the transform, write $kt=a^2/v^2$ with $a=\tfrac12\sqrt{t/\tau}$:

$$\int_0^\infty g\,e^{-kt}dk=\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2-a^2/v^2}dv
=\frac{2e^{-2a}}{\sqrt\pi}\int_0^\infty e^{-(v-a/v)^2}dv .$$

The square was completed with $v^2+a^2/v^2=(v-a/v)^2+2a$. Call the last integral $J$. For $a>0$, replacing $v$ by $a/v$ leaves the exponential unchanged and turns $dv$ into $(a/v^2)\,dv$. Averaging the two forms and setting $w=v-a/v$, for which $dw=(1+a/v^2)\,dv$ and $w$ runs from $-\infty$ to $\infty$, gives

$$J=\frac12\int_0^\infty\left(1+\frac a{v^2}\right)e^{-(v-a/v)^2}dv=\frac12\int_{-\infty}^{\infty}e^{-w^2}dw=\frac{\sqrt\pi}{2}.$$

The transform is therefore $e^{-2a}=e^{-\sqrt{t/\tau}}$.

## Second derivation: a differential equation for the rates

The second route stays on the real axis. Differentiating $S=e^{-\sqrt{t/\tau}}$ gives

$$S'=-\frac{S}{2\sqrt{t\tau}},\qquad
S''=\frac{S}{4t\tau}+\frac{S}{4t^{3/2}\tau^{1/2}}=\frac{S}{4t\tau}-\frac{S'}{2t}.$$

Multiplication by $4\tau t$ leaves an equation whose coefficients are at most linear in time:

$$4\tau t\,S''+2\tau S'-S=0. \tag{6}$$

Insert equation (1). A derivative in time brings down $-k$, and a factor $t$ becomes a derivative in $k$ through integration by parts:

$$tS''=\int_0^\infty k^2g\;t\,e^{-kt}dk=\left[-k^2g\,e^{-kt}\right]_0^\infty+\int_0^\infty (k^2g)'\,e^{-kt}dk .$$

Assume for now that the boundary term vanishes. Equation (6) then holds if

$$4\tau(k^2g)'-2\tau k\,g-g=0
\quad\Longrightarrow\quad
\frac{g'}{g}=\frac{1}{4\tau k^2}-\frac{3}{2k}, \tag{7}$$

where $8\tau k-2\tau k=6\tau k$ supplied the last term. Integration gives $g=C\,k^{-3/2}e^{-1/(4k\tau)}$. The constant follows from unit area. With $w=k^{-1/2}$ and $k^{-3/2}|dk|=2\,dw$,

$$1=2C\int_0^\infty e^{-w^2/4\tau}dw=2C\sqrt{\pi\tau},$$

so $C=1/(2\sqrt{\pi\tau})$, in agreement with equation (2).

The argument can now be run backwards as a proof. For this $g$ and $t>0$, the product $k^2g\,e^{-kt}$ does vanish at both ends, so the transform $L(t)$ of $g$ obeys equation (6). Two independent solutions of that equation are $e^{-\sqrt{t/\tau}}$ and $e^{+\sqrt{t/\tau}}$; the second is also a solution because replacing $\sqrt\tau$ by $-\sqrt\tau$ leaves (6) unchanged. Hence $L$ is a combination of the two. Since $g$ is positive with unit area, $L\le1$, which excludes the growing solution. As $t\to0$, $L\to1$, which sets the remaining coefficient to one.

## What each derivation assumes

The first derivation needs $S$ as an analytic function of complex time, with enough decay to move the contour. In return it is not tied to exponent one half. For $S=e^{-(t/\tau)^\beta}$ with $0<\beta<1$, the two sides of the cut have $z^\beta=r^\beta e^{\pm i\pi\beta}$, and the same folding gives

$$g(k)=\frac1\pi\int_0^\infty e^{-kr-(r/\tau)^\beta\cos\pi\beta}\,\sin\!\left[(r/\tau)^\beta\sin\pi\beta\right]dr .$$

At $\beta=\tfrac12$ the cosine vanishes and the sine equals one, which leaves the Gaussian integral in (4).

The second derivation needs only real calculus, but it relies on the short equation (6), which belongs to this exponent. Its assumption about the boundary term is confirmed once $g$ is known. Both derivations rest on the same physics: constant rates, independent traps, complete initial filling and a linear current response. Neither can show from a measured curve that these hold.

A counterexample makes this plain. Take a single kind of trap whose rate depends on the fraction $S$ still filled, with $dS/dt=-k(S)\,S$. The target law has $-S'/S=1/(2\sqrt{t\tau})$ and $\sqrt{t/\tau}=\ln(1/S)$, so the choice

$$k(S)=\frac{1}{2\tau\ln(1/S)}$$

reproduces the same recovery with no spread of traps. Such a rate falls as the traps empty, which is also the direction of change when the field of the trapped charge assists emission.

## Reading the distribution

Equation (5) says that the time constant $T=1/k=4\tau v^2$ is proportional to the square of a Gaussian variable. The averages $\langle v^2\rangle=\tfrac12$ and $\langle v^4\rangle=\tfrac34$ give $\langle T\rangle=2\tau$ and $\langle T^2\rangle=12\tau^2$, hence a standard deviation $\sqrt8\,\tau$. For $\tau=10$ ms these are a mean of 20 ms and a spread of 28 ms. Half of the traps have $v$ below the value where $\operatorname{erf}v=\tfrac12$, so the median of $T$ is 9.1 ms.

The most probable rate depends on the variable used. Setting $g'=0$ in (7) gives $k=1/(6\tau)=16.7\ \mathrm{s^{-1}}$. On a logarithmic rate axis the density is $kg$, and its maximum lies at $k=1/(2\tau)=50\ \mathrm{s^{-1}}$. A peak rate taken from a fitted spectrum has to be quoted with its axis.

At large $k$ the density falls as $k^{-3/2}$, so the mean rate diverges. The mean rate of the traps still filled is $-S'/S=1/(2\sqrt{t\tau})$, which grows without limit as $t\to0$. This is the infinite initial slope of the stretched exponential, and real traps cannot supply it. If rates end at some $K\gg1/\tau$, the initial slope is finite:

$$-S'(0)=\int_0^K k\,g\,dk\approx\int_0^K\frac{dk}{2\sqrt{\pi\tau k}}=\sqrt{\frac{K}{\pi\tau}} . \tag{8}$$

## How many exponentials are enough

Order the traps by time constant and let $p$ be the fraction with a smaller $T$. Since $p=\operatorname{erf}v$, a set of $N$ equally weighted traps is

$$T_i=4\tau\left[\operatorname{erf}^{-1}\!\left(\frac{i-\frac12}{N}\right)\right]^2,\qquad i=1,\dots,N.$$

At fixed $t$, $e^{-t/T}$ rises with $p$ from 0 to 1. Within one cell of width $1/N$, replacing the function by its midpoint value makes errors of opposite sign in the two halves. The net error is at most the rise across the cell times $1/(2N)$. Summed over cells, the error of $S$ is at most $1/(2N)$.

Evaluated at 400 logarithmically spaced times from $10^{-5}\tau$ to $100\tau$, the largest error is 0.017 for ten traps and 0.0017 for a hundred, relative to the initial deficit. Both lie about a factor of three below the bound. For a simulation that needs the deficit to 2 % of its initial value over this range, ten traps suffice, although they reach 99 % recovery at $18.7\tau$ instead of $21.2\tau$. Equal weights are not the most economical choice. With weights and time constants fitted to minimize the largest error over the same range, three traps reach 0.016 (weights near 0.14, 0.42 and 0.44 at $T/\tau$ near 0.009, 0.34 and 3.6) and five reach 0.003. A measured curve of that accuracy therefore cannot tell a few discrete traps from the continuous spectrum (2).

## A transistor recovering from 10 % collapse

Take a full current of 0.80 A/mm, an initial collapse of 10 %, $\tau=10$ ms and a temperature of 300 K. The current is $I(t)=0.80\,[1-0.10\,S(t)]$ A/mm. At 10 ms, $S=e^{-1}=0.368$ and $I=0.771$ A/mm.

| $t$ (ms) | $S$ | $I$ (A/mm) |
|---|---|---|
| 0.001 | 0.990 | 0.721 |
| 0.1 | 0.905 | 0.728 |
| 1 | 0.729 | 0.742 |
| 100 | 0.042 | 0.797 |

Recovery by 90 % takes $\tau(\ln10)^2=53$ ms, and by 99 % takes $\tau(\ln100)^2=212$ ms. At 1 µs the deficit has already dropped by 1.0 %, although 0.56 % of the traps have $T<1$ µs. These fast traps, not yet all empty, supply about half of the drop; the other half comes from slower traps that have begun to empty.

To turn rates into trap energies, write $k=\nu e^{-E/k_BT_L}$, with $E$ the depth below the conduction band and $T_L$ the lattice temperature. Detailed balance with degeneracy factor one gives $\nu=\sigma v_{th}N_c$, where $v_{th}=\sqrt{3k_BT_L/m}$ and $N_c=2(2\pi mk_BT_L/h^2)^{3/2}$. A mass of 0.20 free electron masses and a capture cross-section $\sigma=10^{-15}\ \mathrm{cm^2}$ give $\nu=5.9\times10^{10}\ \mathrm{s^{-1}}$. The density in energy, $kg/k_BT_L$, peaks at

$$E=k_BT_L\ln(2\tau\nu)=0.54\ \text{eV}.$$

With $y=1/(2k\tau)$, the density relative to its peak is $\sqrt{y\,e^{1-y}}$. Half height means $ye^{1-y}=\tfrac14$, whose two roots are a factor $e^{3.59}$ apart. The full width is thus $3.59\,k_BT_L=93$ meV. Since $v^2=y/2$ in equation (5), the fraction of traps within this width is the difference of $\operatorname{erf}\sqrt{y/2}$ at the two roots, about 70 %. The rest lie in the tails, mostly at smaller depth, and are needed for the early and late parts of the stretched curve.

## Where the model gives way

**Fast end.** Rates above $\nu$ would require negative $E$. Their weight in $g$ is $2.3\times10^{-5}$, negligible on the measured scale. With $K=\nu$, equation (8) gives an initial slope of $1.4\times10^6\ \mathrm{s^{-1}}$.

**Temperature.** Raising the lattice by 10 K multiplies the rate at the peak energy by 2.1. At 400 K, with the same energies and cross-section, numerical integration puts the $1/e$ time at 34 µs instead of 10 ms. The shape changes too. Let $q$ be the new temperature divided by 300 K. New rates scale as the old ones to the power $1/q$, so the tail weight, $\propto k^{-1/2}$ before, becomes $\propto k^{-q/2}$. For $q<2$ the early deficit loss then grows as $t^{q/2}$. At long times the distribution of time constants $\theta$ falls as $e^{-C\theta^q}$ with a constant $C$. The largest contribution to $S$ minimizes $t/\theta+C\theta^q$, so $\theta\propto t^{1/(1+q)}$ and $-\ln S\propto t^{q/(1+q)}$. For 400 K the limits are 0.67 and 0.57; the early one applies only to times long compared with $1/\nu$, below which the cutoff at $E=0$ drives the exponent towards one. The computed local exponents $d\ln(-\ln S)/d\ln t$ are 0.63, 0.59 and 0.58 at 0.01, 1 and 30 times the $1/e$ time. Fixed trap energies therefore do not keep exponent one half when the temperature changes.

**Recapture.** With capture rate $c$, a trap settles at filling $c/(k+c)$. For a Fermi level a depth $E_F$ below the conduction band, $c=\nu e^{-E_F/k_BT_L}$. Averaged over $g$, the filling left is 0.2 % for $E_F=0.70$ eV but 8 % for 0.60 eV. Recapture can be ignored in the first case, hardly in the second.

**Field of the trapped charge.** Assume a channel density of $8\times10^{12}\ \mathrm{cm^{-2}}$, of which 10 % is trapped in one sheet facing its opposite charge, and relative permittivity 9. The field is 0.16 MV/cm at the start and 0.016 MV/cm at 90 % recovery; any applied or built-in field is left out at first. For a trap that attracts the escaping electron, the barrier top is lowered by $\sqrt{e^3F/\pi\varepsilon}$, here 101 meV and then 32 meV. If the full lowering acted in every escape direction, the rate factors would be about 51 and 3.5. It is smaller away from the field direction, so these values overestimate the effect of barrier lowering.

Traps without this attraction can still emit by thermal lift followed by tunnelling. With a triangular barrier of remaining height $w$, the estimated rate factor is

$$1+\int_0^{E}\frac{dw}{k_BT_L}\exp\!\left[\frac{w}{k_BT_L}-\frac{4\sqrt{2m}\,w^{3/2}}{3\hbar eF}\right],$$

which gives 4.1 and 1.3 for $E=0.54$ eV. This estimate, too, applies the full field in every escape direction. On that assumption rates fall during recovery by factors of about 15 with the attraction and 3 without it. Averaging over directions reduces both factors, so they show only that the assumption of constant rates can fail when the trapped charge is concentrated. Charge spread through the buffer layer produces a smaller field over much of its depth.

These factors hold only where no other field acts. Near the interface the full channel charge alone corresponds to 1.6 MV/cm. With a steady field of 1 MV/cm added in the same direction, the same one-dimensional formulas give rate factors of about $4\times10^4$ with the attraction and $10^5$ without it, and the fall during recovery becomes about 2 and 3.

The current, channel density, mass, permittivity and cross-section are rough typical values for gallium nitride transistors; the collapse and $\tau$ are chosen, and real recovery times vary widely. The 0.54 eV is thus a consequence of the inputs, not an identification of a defect: a cross-section ten times larger would raise it by 60 meV, and for a trap in a field of order 1 MV/cm the zero-field conversion from rate to depth would understate the depth by a few tenths of an eV. The estimates above show that a change of lattice temperature or of field during recovery can upset the assumption of constant rates, and that recapture matters if the Fermi level lies close to the trap energies or above them. Before $g(k)$ is used as a trap spectrum, the recovery should be repeated at several temperatures and initial fillings. If one set of energies and cross-sections cannot describe all the curves, equation (2) remains a correct representation of the single fitted curve, but its weights should not be carried to other operating conditions.
